Berry Curvature of a Two-Band Hamiltonian from Its Unit Vector

In the square-lattice model worked out below, the lower band has Berry curvature −9.546 Å² at the wavevector (0.2, 0.1) Å⁻¹. A term proportional to the unit matrix, which raises both energies there by 0.971 eV, leaves this value unchanged. If the same function of k is added to the coefficient of σ_z instead, the curvature becomes 1.409 Å². The explanation is that the curvature depends on the direction of one three-component vector, and on nothing else in the Hamiltonian.

**1. The Hamiltonian and its lower state**

Let k = (kx, ky), and write ∂_x and ∂_y for derivatives with respect to kx and ky. A Hermitian 2 × 2 matrix can be written as

H(k) = e0(k) 1 + d(k)·σ,   (1)

where e0 and the three components of d are real and σ = (σ_x, σ_y, σ_z) are the Pauli matrices. We assume that d is twice continuously differentiable and nonzero near the point considered. The unit vector n = d/|d| is then equally smooth. The two basis states are taken as orthonormal and independent of k. If they varied with k, their own derivatives would add terms to the curvature that d does not contain. If they had an overlap matrix S ≠ 1, as atomic orbitals often do, the coefficients c of the states would solve Hc = ESc. The term that leaves them unchanged would then be e0 S, while e0 1 would in general alter both the states and the curvature.

The Pauli matrices obey σ_iσ_j = δ_ij 1 + i Σ_l ε_ijl σ_l. Multiplying by a_i b_j and summing gives, for real vectors a and b,

(a·σ)(b·σ) = (a·b) 1 + i(a × b)·σ.   (2)

With a = b = n the cross product vanishes and (n·σ)² = 1, so the eigenvalues of n·σ can only be +1 or −1. Its trace is zero, so each occurs once. Since H = e0 1 + |d| n·σ, the band energies are

E_± = e0 ± |d|.   (3)

The normalized lower state |u> satisfies n·σ|u> = −|u>. Consider the matrix

P = ½(1 − n·σ).   (4)

It multiplies |u> by ½(1 + 1) = 1 and the upper state by ½(1 − 1) = 0. It is therefore the projector P = |u><u|. The function e0 appears in the energies (3) but not in P.

**2. The curvature in terms of the projector**

The Berry connection and curvature of the lower band are defined by

A_j = i<u|∂_j u>,   Ω = ∂_x A_y − ∂_y A_x.   (5)

With −i in place of i in A_j, every curvature below would change sign. The phase of |u> is chosen to vary smoothly near k, which is possible locally: project a fixed vector with P and normalize the result. Another smooth choice, exp(iχ)|u>, changes A_j to A_j − ∂_jχ. The mixed derivatives of χ cancel in Ω, so Ω does not depend on the choice.

Differentiating the connection gives

∂_x A_y = i<∂_x u|∂_y u> + i<u|∂_x∂_y u>.

The last term is symmetric in x and y and cancels when ∂_y A_x is subtracted. Hence

Ω = i(<∂_x u|∂_y u> − <∂_y u|∂_x u>).   (6)

To express this through P, differentiate P = |u><u|:

∂_j P = |∂_j u><u| + |u><∂_j u|.   (7)

Differentiating <u|u> = 1 gives

<∂_j u|u> = −<u|∂_j u>.   (8)

Now multiply (7) for j = x by <u| from the left, and (7) for j = y by |u> from the right. Using (8) in each case,

<u|∂_x P = <u|∂_x u><u| + <∂_x u| = <∂_x u|(1 − P),   (9)

(∂_y P)|u> = |∂_y u> + |u><∂_y u|u> = (1 − P)|∂_y u>.   (10)

Because (1 − P)² = 1 − P, these two results combine to

Tr(P ∂_xP ∂_yP) = <u|∂_xP ∂_yP|u>
= <∂_x u|(1 − P)|∂_y u>
= <∂_x u|∂_y u> − <∂_x u|u><u|∂_y u>
= <∂_x u|∂_y u> + <u|∂_x u><u|∂_y u>.   (11)

The last line again uses (8). Its second term is symmetric in x and y. Subtracting the same expression with x and y exchanged removes it, and comparison with (6) gives

Ω = i Tr(P[∂_xP, ∂_yP]).   (12)

The arbitrary phase of |u> has disappeared, since P does not contain it. So has e0, by (4). This already proves that the identity term has no effect on the curvature.

**3. Evaluation with Pauli matrices**

From (4), ∂_jP = −½ ∂_j n·σ. Exchanging a and b in (2) leaves a·b unchanged and reverses a × b, so that

[a·σ, b·σ] = 2i(a × b)·σ.   (13)

The two factors −½ multiply to ¼, and therefore

[∂_xP, ∂_yP] = ¼ · 2i(∂_x n × ∂_y n)·σ = (i/2) b·σ,   b = ∂_x n × ∂_y n.   (14)

The Pauli matrices have zero trace, while the 2 × 2 unit matrix has trace 2. By (2), then, Tr(b·σ) = 0 and Tr[(n·σ)(b·σ)] = 2 n·b; the cross-product term in (2) is traceless. Inserting (4) and (14) gives

Tr(P[∂_xP, ∂_yP]) = (i/4){Tr(b·σ) − Tr[(n·σ)(b·σ)]}
= −(i/2) n·b.   (15)

The factor i in (12) turns −i/2 into +½:

Ω = ½ n·(∂_x n × ∂_y n).   (16)

For the upper band the projector is ½(1 + n·σ). The two minus signs in the derivatives become plus signs, which leaves the commutator (14) unchanged, but the sign in front of n·σ in the trace is reversed. The upper-band curvature is therefore −Ω, and the two curvatures add to zero at each k where d ≠ 0.

**4. The same result without normalizing d**

Equation (16) requires derivatives of a normalized vector. It is often easier to differentiate d itself. From |d|² = d·d one finds ∂_j|d| = n·∂_j d. The quotient rule then gives

∂_j n = [∂_j d − n(n·∂_j d)]/|d|.   (17)

Write α_j = n·∂_j d. The cross product of the two brackets is

(∂_x d − α_x n) × (∂_y d − α_y n)
= ∂_x d × ∂_y d − α_y ∂_x d × n − α_x n × ∂_y d,

where the term with n × n has vanished. The last two terms are perpendicular to n and disappear in the scalar product with n. The two denominators contribute 1/|d|², and n = d/|d| supplies one more power:

Ω = d·(∂_x d × ∂_y d)/(2|d|³).   (18)

If d is multiplied by a positive smooth function of k, n is unchanged, and by (16) so is Ω. The energy scale therefore cancels, no factor of ħ appears, and Ω has the unit of an area because it contains two derivatives with respect to wavevector.

**5. Geometrical meaning and limiting cases**

Since n·n = 1, differentiation gives n·∂_j n = 0. Both derivatives of n are tangent to the unit sphere, and their cross product lies along +n or −n. A small rectangle with sides dkx and dky is mapped to a parallelogram on the sphere with edges ∂_x n dkx and ∂_y n dky. Its signed area, positive when the cross product points outward, is

dS = n·(∂_x n × ∂_y n) dkx dky.   (19)

This is the solid angle swept by n. By Stokes' theorem, Ω dkx dky is the Berry phase ∮A·dk around the rectangle, taken counterclockwise. Equation (16) says that this phase is half the solid angle.

The curvature vanishes wherever n varies along only one direction on the sphere. One case is a Hamiltonian that is real in the chosen basis throughout a region of k. Its σ_y component is then zero, so n stays in the xz plane. Both derivatives lie in that plane and are perpendicular to n, hence they are parallel and their cross product is zero.

At a point where d = 0 the two energies coincide. No separate lower state is defined there, n has no direction, and the result does not apply.

**6. A worked point**

Take a square lattice with lattice constant a and the model

d = (λ sin kx a, λ sin ky a, m + t(2 − cos kx a − cos ky a)),
e0 = c(cos kx a + cos ky a).   (20)

The chosen parameters are a = 4 Å, λ = t = 0.5 eV, m = −0.3 eV and c = 0.6 eV. At k = (0.2, 0.1) Å⁻¹ the angles kx a and ky a are 0.8 and 0.4. The components of d, in eV, are

d_1 = 0.5 sin 0.8 = 0.35868,
d_2 = 0.5 sin 0.4 = 0.19471,
d_3 = −0.3 + 0.5(2 − cos 0.8 − cos 0.4) = −0.10888.

The length is |d| = 0.42239 eV. Each derivative brings down a factor a:

∂_x d = a(λ cos 0.8, 0, t sin 0.8) = (1.39341, 0, 1.43471) eV Å,
∂_y d = a(0, λ cos 0.4, t sin 0.4) = (0, 1.84212, 0.77884) eV Å.

The components of their cross product, in eV² Å², are

first: −1.43471 × 1.84212 = −2.64291,
second: −1.39341 × 0.77884 = −1.08524,
third: 1.39341 × 1.84212 = 2.56684.

The scalar product with d is

d·(∂_x d × ∂_y d) = −0.9480 − 0.2113 − 0.2795 = −1.4388 eV³ Å².

Equation (18) then gives

Ω = −1.4388/(2 × 0.42239³) = −9.546 Å² = −34.09 bohr².

The form (16) can be followed in the same way. Here n = (0.84915, 0.46096, −0.25778), and (17) gives

∂_x n = (1.664, −0.888, 3.893) Å,
∂_y n = (−1.303, 3.654, 2.240) Å.

Their cross product is (−16.211, −8.800, 4.921) Å². Each component has the sign opposite to that of n: the vector points inward, as a negative solid angle requires. The triple product is

n·(∂_x n × ∂_y n) = −13.766 − 4.057 − 1.269 = −19.09 Å²,

and half of it is −9.546 Å², as before.

An independent value comes from the definition (5), using numerically diagonalized states around a small square centred on k. For neighbouring corners separated by δk, to first order, <u(k)|u(k + δk)> = 1 − iA·δk. The Berry phase is therefore minus the argument of the product of the four overlaps, and dividing by the area of the square gives Ω. The result is −9.546 Å² both with and without e0, and +9.546 Å² for the upper band. At 30 random wavevectors, with a square of side 4 × 10⁻⁴ Å⁻¹, the loop value for the lower band differs from (18) by at most 2.5 × 10⁻⁶ Å². This difference comes from the finite size of the square and grows as the square of its side; for a side of 10⁻³ Å⁻¹ it is 1.6 × 10⁻⁵ Å².

The energies do respond to e0. Without it they are −0.422 and 0.422 eV; with it they are 0.548 and 1.393 eV. Adding the function e0 to d_3 instead turns n and alters its derivatives, which is why the curvature then changes to 1.409 Å².

**7. The whole zone, and what the identity term can change**

In this model d is periodic in k. It could vanish only where sin kx a = sin ky a = 0. At the four such points, (0, 0), (π/a, 0), (0, π/a) and (π/a, π/a), the third component is −0.3, 0.7, 0.7 and 1.7 eV, so d vanishes nowhere. By (16) and (19),

(1/2π) ∫Ω dkx dky = (1/4π) ∫dS.   (21)

The Brillouin zone with opposite edges joined has no boundary, so n covers the sphere a whole number of times, counted with sign. This number can be found by counting the wavevectors at which n takes one chosen direction, each with the sign of its triple product, provided the triple product is nonzero at every one of them. The condition matters: the direction of (0.5, 0.5, 0.7) is reached only at kx a = ky a = π/2, where ∂_x d and ∂_y d both point along z and the triple product is zero, so that direction cannot be used. The direction (0, 0, −1) is reached only at k = 0. There d = (0, 0, m), ∂_x d = (aλ, 0, 0) and ∂_y d = (0, aλ, 0), so (18) gives

Ω(0) = m a²λ²/(2|m|³) = sgn(m) a²λ²/(2m²).   (22)

Since m is negative, the single contribution is −1. Numerical integration of (18) over the zone also gives −1.000000 for the left side of (21). Equation (22) shows in addition that the curvature at k = 0 grows without bound as m → 0, the limit in which the two bands touch there.

None of this depends on e0, but the filling of the bands may. Without e0, the lower band lies below zero energy and the upper band above it, so a chemical potential of zero at zero temperature fills precisely the lower band. With e0, the lower state at k = 0 has energy 1.2 − 0.3 = 0.9 eV, while the upper state at (π/a, π/a) has energy −1.2 + 1.7 = 0.5 eV. The bands overlap in energy, although they remain separated at each k. A chemical potential of 0.7 eV leaves the first state empty and fills the second.

The curvature summed over filled states then receives no contribution from wavevectors where both bands are filled, because the two curvatures cancel, and none where both are empty. What remains is the integral of Ω over the region where the lower state alone is filled. That region depends on e0, and the integral over it need not be 2π times an integer. The identity term can thus alter a quantity that depends on occupation while leaving the curvature of each band unchanged.

Computed values

```
lattice constant a: 4.0 angstrom
parameters lam, t, m, c: 0.5, 0.5, -0.3, 0.6 eV
point kx, ky: 0.2, 0.1 1/angstrom
angles kx a, ky a: 0.8, 0.4 rad
d: 0.35868, 0.19471, -0.10888 eV
|d|: 0.42239 eV
n: 0.84915, 0.46096, -0.25778
d_x d: 1.39341, 0.00000, 1.43471 eV angstrom
d_y d: 0.00000, 1.84212, 0.77884 eV angstrom
d_x d cross d_y d: -2.64291, -1.08524, 2.56684 eV^2 angstrom^2
d.(d_x d cross d_y d): -1.43875 eV^3 angstrom^2
d_x n: 1.66367, -0.88766, 3.89300 angstrom
d_y n: -1.30347, 3.65355, 2.23956 angstrom
d_x n cross d_y n: -16.21123, -8.80030, 4.92124 angstrom^2
n.(d_x n cross d_y n): -19.09104 angstrom^2
lower-band curvature, formula: -9.54552 angstrom^2
lower-band curvature, formula: -34.0877 bohr^2
lower-band curvature, loop phase, with e0: -9.54552 angstrom^2
lower-band curvature, loop phase, no e0: -9.54552 angstrom^2
upper-band curvature, loop phase: 9.54552 angstrom^2
lower-band curvature, e0 moved into d_z: 1.40945 angstrom^2
e0 at the point: 0.97066 eV
band energies without e0: -0.42239, 0.42239 eV
band energies with e0: 0.54827, 1.39306 eV
largest |loop - formula| at 30 random points: 2.5e-06 angstrom^2
zone grid: 60 x 60 points
zone integral / (2 pi), formula: -1.000000
zone integral / (2 pi), link phases: -1.000000
smallest same-k gap on grid: 0.6000 eV
top of lower band on grid, with e0: 0.9000 eV
bottom of upper band on grid, with e0: 0.5000 eV
```
